# Electron density and electron count in the projector augmented-wave method, part 2

In the projector augmented-wave (PAW) method a smooth pseudo orbital \(\tilde\psi_n\) represents each valence orbital \(\psi_n\), with occupation \(f_n\ge0\). The problem is to obtain the valence density \(n=\sum_n f_n|\psi_n|^2\) and the electron number \(N=\int n\,d^3r\) from the pseudo orbitals. The algebra is in Hartree atomic units, and \(\langle u|v\rangle=\int u^*v\,d^3r\).

Atom \(a\) has an augmentation sphere \(\Omega_a\), all-electron partial waves \(\phi^a_i\), pseudo partial waves \(\tilde\phi^a_i\) and projectors \(p^a_i\), with

\[ \chi^a_i\equiv\phi^a_i-\tilde\phi^a_i=0\ \text{ and }\ p^a_i=0\ \text{ outside }\Omega_a,\qquad \langle p^a_i|\tilde\phi^a_j\rangle=\delta_{ij}. \tag{6} \]

The orbitals obey

\[ \psi_n=T\tilde\psi_n,\qquad T=1+\sum_a\sum_i|\chi^a_i\rangle\langle p^a_i| . \tag{7} \]

\[ c^a_{in}=\langle p^a_i|\tilde\psi_n\rangle,\qquad \psi^{1}_{an}=\sum_i c^a_{in}\,\phi^a_i,\qquad \tilde\psi^{1}_{an}=\sum_i c^a_{in}\,\tilde\phi^a_i . \tag{8} \]

\[ \psi_n=\tilde\psi_n+\sum_a\Delta_{an},\qquad \Delta_{an}=\sum_i c^a_{in}\chi^a_i=\psi^1_{an}-\tilde\psi^1_{an}, \tag{9} \]

The expansion error is

\[ e_{an}=\tilde\psi_n-\tilde\psi^1_{an}. \tag{10} \]

\[ \langle p^a_i|e_{an}\rangle=c^a_{in}-\sum_j c^a_{jn}\,\delta_{ij}=0 . \tag{11} \]

The occupancy matrix and densities are

\[ \rho^a_{ij}=\sum_n f_n\,\langle\tilde\psi_n|p^a_i\rangle\langle p^a_j|\tilde\psi_n\rangle \tag{1} \]

\[ \tilde n=\sum_n f_n|\tilde\psi_n|^2,\qquad n^1_a=\sum_{ij}\rho^a_{ij}\,\phi^{a*}_i\phi^a_j,\qquad \tilde n^1_a=\sum_{ij}\rho^a_{ij}\,\tilde\phi^{a*}_i\tilde\phi^a_j , \tag{2} \]

It has been proved that

\[ n=\tilde n+\sum_a\left(n^1_a-\tilde n^1_a\right)+R , \tag{3} \]

\[ R=\sum_nf_n\Big[\sum_a2\,\mathrm{Re}\,\Delta^*_{an}\,e_{an}+\sum_{a\ne b}\Delta^*_{an}\Delta_{bn}\Big]. \tag{16} \]

\(R\) vanishes if (a) no spheres overlap and (b) \(e_{an}=0\) in every \(\Omega_a\). Without \(R\), Eq. (3) is the three-term density. Still to be proved is

\[ N=\int\tilde n\,d^3r+\sum_a\sum_{ij}\rho^a_{ij}\,q^a_{ij}+\int R\,d^3r , \tag{4} \]

\[ q^a_{ij}=\int_{\Omega_a}\left(\phi^{a*}_i\phi^a_j-\tilde\phi^{a*}_i\tilde\phi^a_j\right)d^3r . \tag{5} \]

For disjoint spheres, inside \(\Omega_a\),

\[ e_{an}=\tilde\psi_n-\tilde\psi^1_{an}=\psi_n-\psi^1_{an}\quad\text{in }\Omega_a . \tag{17} \]

\[ n-n^1_a=\sum_nf_n\left(2\,\mathrm{Re}\,\psi^{1*}_{an}e_{an}+|e_{an}|^2\right),\qquad \tilde n-\tilde n^1_a=\sum_nf_n\left(2\,\mathrm{Re}\,\tilde\psi^{1*}_{an}e_{an}+|e_{an}|^2\right), \tag{18} \]

With the atom index dropped, the one-centre charge is

\[ \int_\Omega n^1\,d^3r=\sum_{ij}\rho_{ij}O_{ij},\qquad O_{ij}=\int_\Omega\phi_i^*\phi_j\,d^3r , \tag{23} \]

### The electron count

Equation (3) is integrated over all space. The difference \(n^1_a-\tilde n^1_a\) vanishes outside \(\Omega_a\), so its integral is restricted to the sphere, and \(\rho^a_{ij}\) is independent of position:

\[ \int\left(n^1_a-\tilde n^1_a\right)d^3r=\sum_{ij}\rho^a_{ij}\int_{\Omega_a}\left(\phi^{a*}_i\phi^a_j-\tilde\phi^{a*}_i\tilde\phi^a_j\right)d^3r=\sum_{ij}\rho^a_{ij}q^a_{ij}. \tag{24} \]

This proves Eq. (4). Both indices stand in the same order on the two matrices, so in matrix form the sum is \(\operatorname{Tr}(\rho\,q^{\mathsf T})\). Conjugating Eq. (5) gives \(q^*_{ij}=q_{ji}\), so the conjugate of the sum is \(\sum\rho_{ji}q_{ji}\), the same sum with the dummy indices renamed, and the sum is real. The matrix \(q\) is a property of the atomic data alone. It records the charge removed from each product of partial waves by pseudization. If \(q=0\), the norm-conserving case, \(\int\tilde n\) counts the electrons by itself up to \(\int R\).

For partial waves of the form \(\phi_i=F_i(r)\,r^{l_i}Y_{l_im_i}\), \(\tilde\phi_i=G_i(r)\,r^{l_i}Y_{l_im_i}\) the orthonormality of the spherical harmonics does the angular integral:

\[ q_{ij}=\delta_{l_il_j}\delta_{m_im_j}\int_0^{r_c}\left(F_i^*F_j-G_i^*G_j\right)r^{2l_i+2}\,dr . \tag{25} \]

Elements of \(\rho\) between different \(lm\) shape the density but carry no net charge. Elements between two waves of the same \(lm\) do contribute.

The count has an operator form. Inserting Eq. (1), and using \(\int\tilde n=\sum_nf_n\langle\tilde\psi_n|\tilde\psi_n\rangle\),

\[ \int\tilde n\,d^3r+\sum_{a,ij}\rho^a_{ij}q^a_{ij}=\sum_nf_n\langle\tilde\psi_n|S|\tilde\psi_n\rangle,\qquad S=1+\sum_{a,ij}|p^a_i\rangle q^a_{ij}\langle p^a_j| . \tag{26} \]

The true norm is \(\langle\psi_n|\psi_n\rangle=\langle\tilde\psi_n|T^\dagger T|\tilde\psi_n\rangle\). For disjoint spheres \(\langle\chi^a_i|\chi^b_j\rangle=0\) for \(a\ne b\), and Eq. (7) gives

\[ T^\dagger T=1+\sum_a\Big[\sum_i|p_i\rangle\langle\chi_i|+\sum_j|\chi_j\rangle\langle p_j|+\sum_{ij}|p_i\rangle\langle\chi_i|\chi_j\rangle\langle p_j|\Big]. \tag{27} \]

Writing \(\phi=\tilde\phi+\chi\) in Eq. (5) cancels the product \(\tilde\phi_i^*\tilde\phi_j\) and leaves \(q_{ij}=\langle\chi_i|\tilde\phi_j\rangle+\langle\tilde\phi_i|\chi_j\rangle+\langle\chi_i|\chi_j\rangle\). When this is inserted in \(S\) and subtracted from Eq. (27), the \(\langle\chi_i|\chi_j\rangle\) terms cancel and

\[ T^\dagger T-S=\sum_a\sum_i|p^a_i\rangle\langle\chi^a_i|\Big(1-\sum_j|\tilde\phi^a_j\rangle\langle p^a_j|\Big)+\text{h.c.} \tag{28} \]

The bracket turns \(\tilde\psi_n\) into \(e_{an}\), and \(\sum_i\langle\tilde\psi_n|p_i\rangle\langle\chi_i|=\langle\Delta_{an}|\), so the expectation value of Eq. (28) is \(\sum_a2\,\mathrm{Re}\langle\Delta_{an}|e_{an}\rangle\), in agreement with the integral of Eq. (16). On functions that satisfy (b), \(S\) and \(T^\dagger T\) have the same matrix elements.

Equations (26) and (28) show that an incomplete set leaves two ways to normalise. If the pseudo orbitals obey \(\langle\tilde\psi_n|S|\tilde\psi_n\rangle=1\), as do the normalised solutions of the PAW generalised eigenvalue problem, the two-term count equals \(\sum_nf_n\) exactly, and the density of the reconstructed orbitals \(T\tilde\psi_n\) integrates to \(\sum_nf_n+\int R\). An exact count is then no evidence of completeness. If the all-electron orbitals are normalised, \(N=\sum_nf_n\) and the two-term count is \(\sum_nf_n-\int R\). The example below is of the second kind.

### From a known orbital to its pseudo orbital

For one atom, apply \(\langle p_i|\) to Eq. (9). With \(\langle p_i|\chi_j\rangle=A_{ij}-\delta_{ij}\) and \(A_{ij}=\langle p_i|\phi_j\rangle\),

\[ \langle p_i|\psi\rangle=c_i+\sum_j(A_{ij}-\delta_{ij})c_j=\sum_jA_{ij}c_j,\qquad \tilde\psi=\psi-\sum_ic_i\chi_i . \tag{29} \]

If \(A\) is invertible, the first relation fixes \(c\) and the second gives \(\tilde\psi\). This \(\tilde\psi\) reproduces the coefficients, \(\langle p_i|\tilde\psi\rangle=\sum_jA_{ij}c_j-\sum_j(A_{ij}-\delta_{ij})c_j=c_i\), so \(T\tilde\psi=\psi\) exactly. By Eq. (17) the error is \(e=(1-\Pi)\psi\) with \(\Pi=\sum_{ij}|\phi_i\rangle(A^{-1})_{ij}\langle p_j|\). Since \(\Pi\phi_k=\sum_{ij}\phi_i(A^{-1})_{ij}A_{jk}=\phi_k\),

\[ e=(1-\Pi)\Big(\psi-\sum_ib_i\phi_i\Big)\quad\text{for any }b_i . \tag{30} \]

In particular \(e=0\) in the sphere whenever \(\psi\) is a combination of the all-electron partial waves there.

### Worked example: the hydrogen atom

The system is the non-relativistic hydrogen atom with a fixed nucleus, whose eigenstates are known exactly. One electron is in an ensemble with \(f_1=0.6\) and \(f_2=0.4\):

\[ \psi_1=\frac{e^{-r}}{\sqrt\pi},\qquad \psi_2=\frac{\psi_{2s}+\psi_{2p_0}}{\sqrt2}=\frac{(2-r+r\cos\theta)\,e^{-r/2}}{\sqrt{64\pi}} . \tag{31} \]

The second state is an eigenstate because 2s and 2p are degenerate, and it supplies s–p elements of \(\rho\). Numbers are given in eV and Å, with 1 hartree = 27.2114 eV and \(a_0=0.529177\) Å. The sphere radius is \(r_c=0.8\) Å, so the ratio \(x=r_c/a_0\) is 1.5118.

The all-electron partial waves are the solutions of the radial equation regular at the origin. For \(u=r^{l+1}F\) the equation is \(u''=[l(l+1)/r^2-2/r-2E]\,u\). Inserting \(u=\sum_ka_kr^{k+l+1}\) and collecting the power \(r^{k+l-1}\), with \((k+l+1)(k+l)-l(l+1)=k(k+2l+1)\), gives

\[ k(k+2l+1)\,a_k=-2a_{k-1}-2E\,a_{k-2},\qquad a_{-1}=0 . \tag{32} \]

Forty terms are kept. Three waves are used: \(s_1\) at the 1s energy, \(-13.6057\) eV, \(s_2\) at 0 eV, and \(p\) (with \(m=0\)) at the \(n=2\) energy, \(-3.4014\) eV. Each is normalised to \(O_{ii}=1\) in the sphere, which makes \(c\), \(\rho\) and \(q\) dimensionless. The pseudo factor is \(G=b_0+b_1r^2+b_2r^4+b_3r^6\), matched to \(F\) in value and three derivatives at \(r_c\). The projectors are

\[ p_i=\sum_j(M^{-1})_{ij}\,g\,\tilde\phi_j,\qquad g=(1-r^2/r_c^2)^2,\qquad M_{jk}=\int_\Omega g\,\tilde\phi_j\tilde\phi_k\,d^3r , \tag{33} \]

inside the sphere and zero outside. All functions are real, and \(\langle p_i|\tilde\phi_k\rangle=\sum_j(M^{-1})_{ij}M_{jk}=\delta_{ik}\). The matrices \(M\), \(O\) and \(q\) are integrals of polynomials and are done term by term. The matrix \(A\), the projections and the integrals of densities over the sphere use Gauss–Legendre quadrature with 60 points in \(r\) and 8 in \(\cos\theta\).

The wave \(s_1\) can be followed by hand. Let \(P_k(y)=1-e^{-y}\sum_{m<k}y^m/m!\), so that \(\int_0^yt^{k-1}e^{-t}dt=(k-1)!\,P_k(y)\). The 1s charge in the sphere is \(\int_0^x4r^2e^{-2r}dr=P_3(2x)\). In the sphere \(\psi_1=c\,\phi_{s_1}\) with \(c=\sqrt{P_3(2x)}=0.762934\), and \(\phi_{s_1}(0)=1/(\sqrt\pi\,a_0^{3/2}c)=1.9210\) Å\(^{-3/2}\). Matching in \(r\) at \(r_c>0\) is equivalent, by the chain rule, to matching in \(\sigma=r^2\), so \(G\) is proportional to the cubic Taylor polynomial of \(h(\sigma)=e^{-\sqrt\sigma}\) about \(\sigma_c=x^2\). With \(d/d\sigma=(2r)^{-1}d/dr\),

\[ h'=-\frac{e^{-r}}{2r},\qquad h''=\frac{(1+r)e^{-r}}{4r^3},\qquad h'''=-\frac{(3+3r+r^2)e^{-r}}{8r^5}. \tag{34} \]

The signs alternate, so for \(\sigma<\sigma_c\) every term \(h^{(k)}(\sigma_c)(\sigma-\sigma_c)^k/k!\) is positive and \(\tilde\phi_{s_1}\) has no node. At \(\sigma=0\),

\[ \frac{\tilde\phi_{s_1}(0)}{\phi_{s_1}(0)}=e^{-x}\Big[1+\frac x2+\frac{x(1+x)}8+\frac{x(3+3x+x^2)}{48}\Big]=0.560 , \tag{35} \]

which gives \(\tilde\phi_{s_1}(0)=1.0759\) Å\(^{-3/2}\). For \(s_2\) the series and the matching equations give \(\phi_{s_2}(0)=2.4526\) and \(\tilde\phi_{s_2}(0)=1.3229\) Å\(^{-3/2}\).

Equation (29) yields the coefficients, in the order \((s_1,s_2,p)\):

\[ c_{\cdot1}=(0.762934,\ 0,\ 0),\qquad c_{\cdot2}=(0.044540,\ 0.114650,\ 0.097816). \tag{36} \]

By Eq. (30) the 1s state and the 2p part of \(\psi_2\) are represented exactly, since each is proportional to a partial wave. The 2s part lies at an energy between those of \(s_1\) and \(s_2\), is shared between them, and is the only source of \(e\). Equation (1) gives, for instance, \(\rho_{11}=0.6\times0.762934^2+0.4\times0.044540^2=0.349241+0.000794\) and \(\rho_{12}=0.4\times0.044540\times0.114650=0.002043\). The full matrices are

\[ \rho=\begin{pmatrix}0.350034&0.002043&0.001743\\0.002043&0.005258&0.004486\\0.001743&0.004486&0.003827\end{pmatrix},\quad q=\begin{pmatrix}0.128553&0.164760&0\\0.164760&0.209237&0\\0&0&0.012022\end{pmatrix}, \tag{37} \]

with the zeros of \(q\) required by Eq. (25).

At the nucleus the p wave vanishes, and Eq. (2) gives in Å\(^{-3}\)

\[ n^1(0)=0.350034\times1.9210^2+2\times0.002043\times1.9210\times2.4526+0.005258\times2.4526^2=1.2917+0.0193+0.0316=1.3426 , \]

\[ \tilde n^1(0)=0.350034\times1.0759^2+2\times0.002043\times1.0759\times1.3229+0.005258\times1.3229^2=0.4052+0.0058+0.0092=0.4202 . \]

The exact value from Eq. (31) is \(n(0)=0.6/\pi+0.4\times4/(64\pi)=0.625/\pi=0.198944\) bohr\(^{-3}\), or 1.342538 Å\(^{-3}\). The terms at three points of the \(z\) axis, from unrounded coefficients and in Å\(^{-3}\), are:

| term | \(z=0\) | \(z=+0.4\) Å | \(z=-0.4\) Å |
|---|---|---|---|
| \(\tilde n\) | 0.420177 | 0.263706 | 0.242835 |
| \(n^1\) | 1.342641 | 0.309413 | 0.285709 |
| \(\tilde n^1\) | 0.420233 | 0.263692 | 0.242832 |
| \(\tilde n+n^1-\tilde n^1\) | 1.342585 | 0.309427 | 0.285712 |
| exact \(n\) | 1.342538 | 0.309428 | 0.285713 |
| \(R\), Eq. (16) | \(-4.7\times10^{-5}\) | \(1.0\times10^{-6}\) | \(7.0\times10^{-7}\) |

At the nucleus the smooth density is 31% of the true one, and the three-term density is too high by \(3.5\times10^{-5}\) relative to the exact \(n(0)\). The one-centre density alone is off by \(n-n^1=-1.02\times10^{-4}\) Å\(^{-3}\) before rounding. To first order in \(e\), Eqs. (16) and (18) give \(R/(n-n^1)=\Delta/\psi^1\) for orbital 2, the only one with \(e\neq0\). At the origin \(\psi^1=0.044540\times1.9210+0.114650\times2.4526=0.3668\) and \(\tilde\psi^1=0.044540\times1.0759+0.114650\times1.3229=0.1996\) Å\(^{-3/2}\), so \(\Delta/\psi^1=0.46\), in agreement with \(4.66/10.2=0.46\) from the unrounded densities. At \(z=+0.4\) Å the values are \(n-n^1=1.5\times10^{-5}\) and \(\tilde n-\tilde n^1=1.4\times10^{-5}\) Å\(^{-3}\), and about one fifteenth of the error survives in \(R\). The remainder has opposite signs at the nucleus and at 0.4 Å. Along the axis \(\Delta\) of orbital 2 keeps one sign inside the sphere, so the sign of \(R=2f_2\Delta e\) follows that of \(e\), which changes sign at \(r=0.31\) Å and again at \(r=0.59\) Å. A sign change of \(e\) is forced by Eq. (11): \(g\tilde\phi_{s_1}=\sum_iM_{1i}\,p_i\) is a combination of projectors and is positive in the sphere, and a spherical \(e\) orthogonal to it must take both signs.

The s–p elements account for the part of \(n^1-\tilde n^1\) that is odd in \(z\), since s–s and p–p products are even. From the table \(n^1-\tilde n^1\) is 0.045721 Å\(^{-3}\) at \(+0.4\) Å and 0.042877 Å\(^{-3}\) at \(-0.4\) Å, and half the difference, \(1.42\times10^{-3}\) Å\(^{-3}\), is the s–p part. Dropping it would change the density at \(+0.4\) Å by 0.46% of the exact value there and leave the count untouched.

For the count, the exact charge in the sphere follows from Eq. (31). The 2s part gives \(\tfrac18\int_0^x(4r^2-4r^3+r^4)e^{-r}dr=P_3-3P_4+3P_5\), the 2p part gives \(\tfrac1{24}\int_0^xr^4e^{-r}dr=P_5\), both at argument \(x\), and the cross term is odd in \(\cos\theta\) and integrates to zero:

\[ Q=f_1P_3(2x)+\tfrac12f_2\left[P_3(x)-3P_4(x)+4P_5(x)\right]=0.363095 . \tag{38} \]

Outside the sphere \(\tilde n=n\), which holds \(1-Q=0.636905\) electrons. Inside, quadrature of \(\tilde n\) gives 0.316278, so \(\int\tilde n=0.953183\). The augmentation charge from Eq. (37) is

\[ \sum_{ij}\rho_{ij}q_{ij}=0.044998+0.000673+0.001100+0.000046=0.046817 , \tag{39} \]

where the terms are \(\rho_{11}q_{11}\), \(2\rho_{12}q_{12}\), \(\rho_{22}q_{22}\) and \(\rho_{33}q_{33}\). With one more digit the two parts are 0.9531831 and 0.0468172, and their unrounded sum is 1.0000004 electrons. The all-electron orbitals are normalised, so Eq. (4) makes the excess equal to \(-\int R=3.6\times10^{-7}\) electrons. The smooth density alone misses 4.7% of the electron.

The one-centre charge of Eq. (23) is 0.363107, above \(Q\) by \(1.3\times10^{-5}\) electrons before rounding, about thirty-five times the error of the count. This is the integrated form of the contrast between Eq. (18), where \(e\) multiplies \(\psi^1\), and Eq. (16), where it multiplies \(\Delta\). The trace of \(\rho\) is 0.359119. With \(O_{ii}=1\) and \(O_{sp}=0\) the difference \(0.363107-0.359119=0.003988\) is the term \(2\rho_{12}O_{12}\), which implies \(O_{12}\approx0.98\): the two s waves are far from orthogonal in the sphere.

The dependence on completeness is seen by changing the s set and keeping the p wave. The integral of \(|R|\) comes from the same quadrature applied to a function with kinks, and two digits are given.

| s waves | \(\int R\) (electrons) | \(\int\lvert R\rvert\) (electrons) |
|---|---|---|
| \(-13.6057\) eV | \(7.7\times10^{-5}\) | \(1.1\times10^{-4}\) |
| plus 0 eV | \(-3.6\times10^{-7}\) | \(9.6\times10^{-7}\) |
| plus 0 and 10 eV | \(2.9\times10^{-9}\) | \(1.3\times10^{-8}\) |

Each added wave lowers \(\int|R|\) by roughly two orders of magnitude in this example. Equation (30) accounts for the direction of the trend in the following sense. By Eq. (32) with \(a_0=1\), each \(a_k\) is a polynomial in \(E\), and the 2s function in the sphere is proportional to \(F\) at \(E=E_{2s}\). Choosing the \(b_i\) as Lagrange interpolation weights in energy, the bracket in Eq. (30) is the interpolation error, which carries the factor \(\prod_i(E_{2s}-E_i)\) times a divided difference of \(F\) in \(E\). The power \(E^K\) first appears in \(a_{2K}\), because each factor of \(E\) in Eq. (32) raises \(k\) by two, so with \(K\) waves the interpolation error begins at order \(r^{2K}\). Since \(r\) reaches \(x>1\), the power alone does not make the error fall; the coefficient does. For \(l=0\), Eq. (32) gives the coefficient of \(E^K\) in \(a_{2K}\) as \(\prod_{j=1}^K(-2)/[2j(2j+1)]=(-2)^K/(2K+1)!\), so the leading term of the interpolation error is \(\prod_i(E_{2s}-E_i)\,(-2r^2)^K/(2K+1)!\). At \(r=x\), with energies in hartree, the second wave multiplies its magnitude by \(0.125\times2x^2/20\approx0.03\) and the third by \(0.49\times2x^2/42\approx0.05\). At this radius the leading term is about two to three times larger than the full interpolation error, whose corresponding factors are 0.036 and 0.060. The size of the reduction of \(R\) per wave also depends on \(\Pi\) and is taken here from the computation, not derived.

If the second s wave is placed at the 2s energy, one factor \(E_{2s}-E_i\) is zero and the set is complete for both states. Then \(R=0\) by Eq. (30), and the computed \(\int R\) and \(\int|R|\), below \(10^{-14}\) electrons, are rounding noise. The two parts of the count become \(\int\tilde n=0.9531896\) and \(\sum\rho_{ij}q_{ij}=0.0468104\), which add to 1.0000000. They differ from the values of the first set by about \(7\times10^{-6}\) electrons each, in opposite directions, because a different \(T\) assigns a different \(\tilde\psi_2\) to the same \(\psi_2\). The matching rule that turns \(F\) into \(G\) is linear. Writing \(G[\cdot]\) for it, applied to each angular component in the sphere, a complete set gives \(\tilde\psi_2=G[\psi_2]\), while the first set gives \(\tilde\psi_2=e+G[\psi_2-e]\) by Eq. (17). The two differ by \(e-G[e]\), so the shift seen here comes from the incompleteness of the first set. The division of the charge between \(\int\tilde n\) and \(\sum\rho_{ij}q_{ij}\) also depends on the pseudization itself, since \(\tilde\phi_i=\phi_i\) would put all of it in \(\int\tilde n\). The property of the atom is \(N=\int\tilde n+\sum\rho_{ij}q_{ij}+\int R\), which the sum of the first two terms reproduces when \(\int R=0\).
